\section*{Intramolecular Hydrogen–Deuterium Selection After Rate-Controlling Ligand Loss, part 1}

(Sections cited here and not found follow in the second part.)

\section{What separate rates can and cannot reveal}

Suppose that a metal complex is heated with ordinary hydrogen in the bond that is to be activated, and then again with deuterium in its place. The two rate constants differ by four per cent. It is tempting to conclude that breaking this bond has almost no isotope effect, or that the bond is not broken on the way to the product at all. Both conclusions can be false. The complex may first have to lose a ligand, and the experiment may have timed that loss. A bond broken some tens of microseconds later can prefer hydrogen by a factor of four and leave hardly a trace in the measured rate.

The remedy is to put hydrogen and deuterium in the same molecule and to ask which of them ends up in the product. This works under a condition: after the ligand has gone, the molecule must still be able to choose between the two. The kinetics below show where the isotope effect is lost, where it survives, and how fast the choice must remain open.

Let the complex \(A\) carry a ligand \(L\), an alkyl group \(R\), and two chemically equivalent arms. Each arm offers one bond, either C–H or C–D. Loss of \(L\) gives an unsaturated intermediate \(B\), in which one arm at a time faces the vacant site of the metal. The facing bond can be activated, and its hydrogen or deuterium atom leaves with the alkyl group as R–H or R–D. The identity of the released alkane therefore records which bond was broken. The complexes are named by the labels on their two arms: HH, DD and HD.

The rate constant for ligand loss is \(k_1\). The intermediate recaptures free ligand with the first-order constant
\begin{equation}
q=k_{-1}[L],
\end{equation}
where \(k_{-1}\) is the second-order recapture constant. An intermediate whose facing bond is C–H is activated with rate constant \(a_H\), and one whose facing bond is C–D with \(a_D\). The two arms exchange places with rate constant \(k_r\) in each direction. The intrinsic isotope effect of activation is
\begin{equation}
\rho=\frac{a_H}{a_D},
\end{equation}
and the normal case \(\rho>1\) is taken throughout. These are complete rate constants at one fixed temperature. Whatever zero-point energy and tunnelling contribute to them is already included, so that \(\rho\) needs no further correction for either.

Four assumptions define the first form of the model. The ligand concentration is constant. Ligand loss gives either arm the facing position with equal probability, and recapture erases the memory of which arm was facing. Released alkane does not return. Finally, isotopic substitution changes neither \(k_1\), nor \(k_{-1}\), nor the activation of the other arm. The consequences of relaxing several of these assumptions are worked out later.

Consider first a complex with identical labels, HH or DD, and write \(a\) for the corresponding activation constant. Let the symbols \(A\), \(B_1\) and \(B_2\) also denote amounts, where the subscript says which arm is facing. Each orientation gains half of the ligand-loss flux, exchanges with the other, and is emptied by recapture and activation:
\begin{align}
\frac{dB_1}{dt}&=\frac{k_1A}{2}+k_rB_2-(q+k_r+a)B_1,\\
\frac{dB_2}{dt}&=\frac{k_1A}{2}+k_rB_1-(q+k_r+a)B_2.
\end{align}
Add the two equations and put \(B=B_1+B_2\). The gain \(k_r(B_1+B_2)\) cancels the loss \(k_r(B_1+B_2)\), because exchange moves molecules between the orientations without removing any. What remains is
\begin{align}
\frac{dB}{dt}&=k_1A-(q+a)B,\\
\frac{dA}{dt}&=-k_1A+qB.
\end{align}
The speed of arm exchange therefore has no influence on the total rate when both arms carry the same isotope.

The intermediate is short-lived compared with \(A\). After a brief initial period its gain and loss nearly balance, so \(dB/dt\) may be neglected beside either of them:
\begin{equation}
B\simeq\frac{k_1A}{q+a}.
\end{equation}
Inserting this in the equation for \(A\) gives
\begin{align}
\frac{dA}{dt}
&\simeq-k_1A\left(1-\frac{q}{q+a}\right)\\
&=-\frac{k_1a}{q+a}A.
\end{align}
The observed first-order rate constant is thus
\begin{equation}
k_{\rm obs}=k_1\frac{a}{q+a}.
\label{eq:kobs}
\end{equation}
The fraction has a direct meaning. It is the probability that an intermediate, once formed, is activated before it recaptures a ligand.

The error of this approximation can be bounded. Look for a solution in which \(A\) and \(B\) both decay as \(e^{-\lambda t}\). The two balances then require
\begin{align}
(k_1-\lambda)A&=qB,\\
(q+a-\lambda)B&=k_1A.
\end{align}
Multiply these equations and cancel the common factor \(AB\):
\begin{align}
(k_1-\lambda)(q+a-\lambda)&=k_1q,\\
\lambda(k_1+q+a-\lambda)&=k_1a.
\end{align}
The second line follows by expanding the product, cancelling \(k_1q\), and collecting the terms in \(\lambda\). For the slow decay,
\begin{equation}
\lambda=\frac{k_1a}{q+a+(k_1-\lambda)}.
\end{equation}
Here \(0<\lambda<k_1\) for \(q>0\), since \(A\) cannot disappear faster than it loses ligand and recapture slows it further. The denominator therefore exceeds \(q+a\) by less than \(k_1\), and the relative error of Eq.~\eqref{eq:kobs} is smaller than \(k_1/(q+a)\). With ligand loss taking hours and activation taking tens of microseconds, this error is far below anything that could be measured.

Two limits show what is being timed. If recapture is much faster than activation, \(q\gg a\), then \(k_{\rm obs}\simeq k_1a/q\). Ligand loss is then an equilibrium that is drained slowly by activation, and the rate is proportional to \(a\). If activation is much faster than recapture, \(a\gg q\), then \(k_{\rm obs}\simeq k_1\). Nearly every molecule that loses its ligand goes on to product. Making activation faster still cannot produce more successes than there are attempts.

The transition between these limits is measured by the relative change of the rate for a small relative change of \(a\). From
\begin{equation}
\ln k_{\rm obs}=\ln k_1+\ln a-\ln(q+a)
\end{equation}
it follows that
\begin{align}
\frac{d\ln k_{\rm obs}}{d\ln a}
&=1-\frac{a}{q+a}\\
&=\frac{q}{q+a}.
\end{align}
The sensitivity equals the probability of recapture. The bond-breaking step influences the total rate to the extent that its intermediate can fail and has to try again.

The same result can be read as a count of attempts. If each ligand loss succeeds with probability \(p=a/(q+a)\), the mean number of losses needed is \(1/p=1+q/a\). Each costs a mean waiting time \(1/k_1\), beside which the life of \(B\) is negligible. The mean time to product is therefore
\begin{equation}
\frac{1}{k_{\rm obs}}=\frac{1}{k_1}\left(1+\frac{q}{a}\right).
\label{eq:inverse}
\end{equation}
Deuterium lengthens the reaction by requiring more attempts. When hardly any attempt fails with either isotope, there is little to lengthen.

The isotope effect obtained from separate rate measurements is the ratio of Eq.~\eqref{eq:kobs} for HH to that for DD, taken at the same \(q\):
\begin{align}
S&=\frac{k_{HH}}{k_{DD}}
=\frac{a_H}{a_D}\,\frac{q+a_D}{q+a_H}\\
&=\rho\,\frac{1+a_D/q}{1+a_H/q}.
\end{align}
The factor \(k_1\) has cancelled. Define
\begin{equation}
c=\frac{a_H}{q},
\end{equation}
which compares activation of the C–H bond with recapture. Since \(\rho a_D=a_H\), the numerator is \(\rho+a_H/q=\rho+c\), and
\begin{equation}
S=\frac{\rho+c}{1+c}.
\label{eq:S}
\end{equation}
Subtracting one from both sides gives
\begin{equation}
S-1=\frac{\rho-1}{1+c}.
\end{equation}
The part of the isotope effect above one is reduced by the factor \(1+c\). For small \(c\), \(S\) approaches \(\rho\). For large \(c\), it approaches one, however large \(\rho\) is, provided that \(c\) is large compared with \(\rho\) as well. This last condition says that C–D activation, too, must be much faster than recapture.

For a worked example take the round values \(k_1=1.0\times10^{-4}\ {\rm s^{-1}}\), \(k_{-1}=1.0\times10^6\ {\rm L\,mol^{-1}\,s^{-1}}\), \(a_H=8.0\times10^4\ {\rm s^{-1}}\) and \(a_D=2.0\times10^4\ {\rm s^{-1}}\), so that \(\rho=4\). The half-life for ligand loss is \(\ln2/k_1=6931\ {\rm s}\), or 1.93 h. At a free-ligand concentration of \(0.001\ {\rm mol\,L^{-1}}\), the recapture constant is \(q=1.0\times10^3\ {\rm s^{-1}}\), and
\begin{align}
c&=\frac{8.0\times10^4}{1.0\times10^3}=80,\\
S&=\frac{4+80}{1+80}=1.037.
\end{align}
The rate constants are \(9.88\times10^{-5}\ {\rm s^{-1}}\) for HH and \(9.52\times10^{-5}\ {\rm s^{-1}}\) for DD. Both are close to \(k_1\), and a fourfold preference has become a difference of about four per cent.

More ligand brings the effect back. With all other constants held fixed, \(0.080\ {\rm mol\,L^{-1}}\) gives \(c=1\) and \(S=5/2=2.5\). At \(1.0\ {\rm mol\,L^{-1}}\), \(c=0.08\) and \(S=4.08/1.08=3.78\). The price is a slower reaction: \(k_{HH}\) has fallen to \(7.41\times10^{-6}\ {\rm s^{-1}}\). These rates were also obtained from the eigenvalues of the full kinetic equations, without the steady-state approximation, and agree with the formulas to the digits given here.

Equation~\eqref{eq:inverse} suggests how such measurements can be used. Replacing \(q\) by \(k_{-1}[L]\) gives
\begin{equation}
\frac{1}{k_{\rm obs}}=\frac{1}{k_1}+\frac{k_{-1}}{k_1a}[L].
\end{equation}
Plots of \(1/k_{\rm obs}\) against \([L]\) for HH and DD share an intercept, and the DD slope is \(\rho\) times the HH slope. This holds if the added ligand does nothing except recapture \(B\), and if \(k_1\) and \(k_{-1}\) have no isotope effect. Where the complex does not tolerate added ligand, or becomes too slow to follow, another experiment is needed.

Mixing equal amounts of HH and DD in one flask is not yet that experiment. It gives both complexes the same temperature and the same ligand concentration, which removes some experimental errors, but each molecule still carries a single isotope. After the short initial period the released amounts, relative to the starting amount of each complex, are
\begin{align}
P_{HH}&=1-e^{-k_{HH}t},\\
P_{DD}&=1-e^{-k_{DD}t}.
\end{align}
Expanding each exponential to second order at early times gives
\begin{equation}
\frac{P_{HH}}{P_{DD}}\simeq
S\left[1-\frac{(k_{HH}-k_{DD})t}{2}\right].
\end{equation}
The early product ratio is the masked effect \(S\), and at full conversion the ratio is one because every molecule has reacted. At \([L]=0.080\ {\rm mol\,L^{-1}}\), where \(S=2.5\), the full kinetic equations give 2.4996 after 10 s. The small deficit agrees with the bracket: \(k_{HH}-k_{DD}=3.0\times10^{-5}\ {\rm s^{-1}}\), so the relative reduction is \(1.5\times10^{-4}\).

An HH molecule that has lost its ligand cannot decide to react as DD. The isotope was fixed before the slow step, and when activation is much faster than recapture, the contest between the two kinds of molecule is mainly a contest over who loses a ligand first. To expose \(\rho\) under those conditions, the choice between isotopes has to be made after that step.

\section{Moving the choice behind the slow step}

The symbols carried over are these. Complex \(A\) loses its ligand with rate constant \(k_1\); the intermediate recaptures ligand with \(q=k_{-1}[L]\); the arm facing the metal is activated with \(a_H\) or \(a_D\); and the arms exchange with \(k_r\) in each direction. The intrinsic effect is \(\rho=a_H/a_D\). Separate HH and DD rates give \(S=(\rho+c)/(1+c)\), with \(c=a_H/q\), which approaches one when activation is much faster than recapture. The numerical example has \(\rho=4\), and \(S=1.037\) at \([L]=0.001\ {\rm mol\,L^{-1}}\).

Now let one arm carry H and the other D. Let \(B_H\) be the amount of intermediate with the C–H bond facing the metal, and \(B_D\) the amount with C–D facing. With equal chances at ligand loss,
\begin{align}
\frac{dB_H}{dt}&=\frac{k_1A}{2}+k_rB_D-(q+k_r+a_H)B_H,
\label{eq:BH}\\
\frac{dB_D}{dt}&=\frac{k_1A}{2}+k_rB_H-(q+k_r+a_D)B_D.
\label{eq:BD}
\end{align}
The released amounts \(P_H\) of R–H and \(P_D\) of R–D grow according to
\begin{equation}
\frac{dP_H}{dt}=a_HB_H,\qquad
\frac{dP_D}{dt}=a_DB_D.
\end{equation}

The final product ratio follows without a steady-state approximation. Start with complex \(A\) alone and let the reaction run to completion. Both intermediates are absent at the beginning and at the end, so the time integrals of \(dB_H/dt\) and \(dB_D/dt\) vanish. Define
\begin{equation}
J_H=\int_0^\infty B_H\,dt,\quad
J_D=\int_0^\infty B_D\,dt,\quad
N=k_1\int_0^\infty A\,dt.
\end{equation}
Here \(N\) is the total number of ligand losses, in the same units as \(A\) and with repeated losses counted. Integrating Eqs.~\eqref{eq:BH} and \eqref{eq:BD} gives
\begin{align}
\frac N2&=(q+k_r+a_H)J_H-k_rJ_D,\\
\frac N2&=(q+k_r+a_D)J_D-k_rJ_H.
\end{align}
The left sides are equal. Equating the right sides and collecting \(J_H\) on one side and \(J_D\) on the other yields
\begin{equation}
(q+2k_r+a_H)J_H=(q+2k_r+a_D)J_D.
\end{equation}
The intramolecular product ratio is therefore
\begin{align}
I&=\frac{P_H(\infty)}{P_D(\infty)}
=\frac{a_HJ_H}{a_DJ_D}\\
&=\rho\,\frac{q+2k_r+a_D}{q+2k_r+a_H}.
\end{align}
Divide numerator and denominator by \(q+2k_r\), define
\begin{equation}
g=\frac{a_H}{q+2k_r},
\end{equation}
and use \(\rho a_D=a_H\) once more:
\begin{equation}
I=\frac{\rho+g}{1+g}.
\label{eq:I}
\end{equation}
This has the same form as \(S\), but the rate that competes with activation has changed from \(q\) to \(q+2k_r\).

Separate HH and DD rates give the masked effect \(S\), in which activation competes with recapture at the rate \(q\); in the HD complex the final product ratio \(I\) has the same form, but with \(q+2k_r\) in place of \(q\). It remains to see where the factor of two comes from, when \(I\) reveals \(\rho\), and what can distort or limit that reading.

All numerical values are calculated from the stated model.
